\section*{Effective Carrier Lifetime in a Symmetrically Passivated Wafer, part 2}

A wafer of thickness $W=2h$ occupies $-h\le x\le h$. Its excess carrier density $n(x,t)$ has the mean $\bar n$ over the thickness, and $n_s$ is the mean of its values at the two faces. The bulk lifetime $\tau_b$, the diffusion coefficient $D$ and the surface recombination velocity $S$ are positive constants. Each face removes $S\,n$ carrier pairs per unit area and time, with $n$ taken at that face. Lengths are given in $\mu$m or cm, $D$ in cm$^2$/s, $S$ in cm/s, lifetimes in $\mu$s and rates in s$^{-1}$.

After the light has been switched off,
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b},
\label{eq:pde}
\end{equation}
and the carrier balance is
\begin{equation}
-\frac1{\bar n}\frac{d\bar n}{dt}
=\frac1{\tau_b}+\frac{2S}{W}\,\frac{n_s}{\bar n}.
\label{eq:balance}
\end{equation}
The simple law sets $n_s=\bar n$, which gives the rate $1/\tau_b+2S/W$.

At late times the relative decay rate of $\bar n$ tends to $1/\tau_{\rm eff}$, and the profile to the lowest mode, $\cos\alpha x$ with wave number $\alpha$. This is part (i) of the theorem, already proved. With $\tau_s=1/(D\alpha^2)$ and $s=SW/(2D)$, part (ii) states
\begin{equation}
\frac{W}{2S}+\frac{W^2}{12D}<\tau_s<\frac{W}{2S}+\frac{W^2}{\pi^2D},
\label{eq:bounds}
\end{equation}
and part (iii) states that, as $s\to0$,
\begin{equation}
\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac{2S}{W}-\frac{S^2}{3D}
+\frac{2S^3W}{45D^2}+\frac{D}{W^2}\,O(s^4).
\label{eq:series}
\end{equation}

With $z=\alpha h$, all the modes follow from the positive roots of
\begin{equation}
\text{even: } z\tan z=s,\qquad \text{odd: } z\cot z=-s.
\label{eq:roots}
\end{equation}
The even roots are $z_m=\alpha_mh$, $m=0,1,2,\dots$, with decay rates $R_m=1/\tau_b+D\alpha_m^2$. After a uniform start at density $N$, $\bar n/N=\sum_mw_me^{-R_mt}$ with the weights
\begin{equation}
w_m=\frac{2s^2}{z_m^2(z_m^2+s^2+s)} .
\label{eq:weights}
\end{equation}
The instantaneous lifetime is $1/R$, where $R(t)=-\dot{\bar n}/\bar n$.

\subsection{Symbols and results carried over}

The wafer has thickness $W=2h$, diffusion coefficient $D$, bulk lifetime $\tau_b$ and surface recombination velocity $S$ on both faces. The mean excess density is $\bar n$, and $n_s$ is the mean of the edge densities. With $s=SW/(2D)$ and $z=\alpha W/2$, the late decay has the rate
\begin{equation}
\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac1{\tau_s},\qquad
\frac1{\tau_s}=D\alpha^2=\frac{4Dz^2}{W^2},\qquad
z\tan z=s,
\label{eq:recall}
\end{equation}
where $0<z<\pi/2$. In this mode $n_s/\bar n=z\cot z$. Parts (ii) and (iii) of the theorem, the bounds on $\tau_s$ and the expansion for small $s$, remain to be proved.

\subsection{Proof of part (iii): the expansion}

Write $\tan z=z+c_3z^3+c_5z^5+\dots$ and use $(\tan z)'=1+\tan^2z$. Comparing coefficients in
\begin{equation}
1+3c_3z^2+5c_5z^4+\dots=1+z^2+2c_3z^4+\dots
\end{equation}
gives $c_3=1/3$ and $c_5=2/15$. With $y=z^2$ the mode equation reads
\begin{equation}
y+\frac{y^2}{3}+\frac{2y^3}{15}+O(y^4)=s .
\label{eq:yseries}
\end{equation}
The left side is an analytic function of $y$ near zero with slope 1 there, so it can be inverted as a power series. Insert $y=s+as^2+bs^3+O(s^4)$, for which $y^2=s^2+2as^3+O(s^4)$ and $y^3=s^3+O(s^4)$. The coefficients of $s^2$ and $s^3$ must vanish:
\begin{equation}
a+\frac13=0,\qquad b+\frac{2a}{3}+\frac{2}{15}=0 .
\end{equation}
Hence $a=-1/3$ and $b=2/9-2/15=4/45$, so that
\begin{equation}
z^2=s-\frac{s^2}{3}+\frac{4s^3}{45}+O(s^4).
\label{eq:zsq}
\end{equation}
Multiply by $4D/W^2$ and insert $s=SW/(2D)$ term by term:
\begin{align}
\frac{4D}{W^2}\,s&=\frac{2S}{W},\\
\frac{4D}{W^2}\,\frac{s^2}{3}&=\frac{4D}{W^2}\,\frac{S^2W^2}{12D^2}
=\frac{S^2}{3D},\\
\frac{4D}{W^2}\,\frac{4s^3}{45}&=\frac{16D}{45W^2}\,\frac{S^3W^3}{8D^3}
=\frac{2S^3W}{45D^2}.
\end{align}
With their signs from \eqref{eq:zsq}, these are the surface terms in part (iii):
\begin{equation}
\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac{2S}{W}-\frac{S^2}{3D}
+\frac{2S^3W}{45D^2}+\frac{D}{W^2}O(s^4).\qquad\square
\label{eq:series2}
\end{equation}

\emph{Remark.} The limit has content even though $2S/W$ itself vanishes when $S\to0$: the ratio of the exact surface rate to $2S/W$ is $z^2/s$, which tends to 1. The condition is $SW/(2D)\ll1$, not a small $S$ by itself. At fixed $S$ a thin wafer meets it and a sufficiently thick one does not. In the limit the profile is flat: the relative drop from centre to edge is $1-\cos z\approx s/2$, and $n_s/\bar n=z^2/s\approx1-s/3$.

\subsection{Proof of part (ii): bounds for every $S$}

From \eqref{eq:recall}, $\tau_s=h^2/(Dz^2)$. The simple surface time is $W/(2S)=h/S=h^2/(Ds)$, and the mode equation gives $1/s=\cot z/z$. Therefore
\begin{equation}
\tau_s-\frac{W}{2S}=\frac{h^2}{D}\,g(z),\qquad
g(z)=\frac{1-z\cot z}{z^2}.
\end{equation}
The partial-fraction series of the cotangent,
\begin{equation}
z\cot z=1-\sum_{j=1}^{\infty}\frac{2z^2}{j^2\pi^2-z^2},
\label{eq:cot}
\end{equation}
turns this into $g(z)=\sum_j2/(j^2\pi^2-z^2)$. Every term increases with $z$ on $0<z<\pi/2$. The lower limit is $g(0)=(2/\pi^2)(\pi^2/6)=1/3$. At the upper end the cotangent vanishes, so $g(\pi/2)=4/\pi^2$. Since $h^2=W^2/4$,
\begin{equation}
\frac{W}{2S}+\frac{W^2}{12D}<\tau_s<\frac{W}{2S}+\frac{W^2}{\pi^2D}.
\qquad\square
\label{eq:bounds2}
\end{equation}

\emph{Consequences.} The simple law overstates the surface rate. Its error relative to the exact surface rate is
\begin{equation}
\frac{2S/W}{D\alpha^2}-1=\frac{s}{z^2}-1=s\,g(z),
\qquad \frac{s}{3}<s\,g(z)<\frac{4s}{\pi^2}.
\label{eq:error}
\end{equation}
For infinitely fast surfaces $\tau_s$ falls to $W^2/(\pi^2D)$ and no further, because carriers must still diffuse to a face. The simple law would let the lifetime go to zero.

The upper bound can also serve as an interpolation formula for $\tau_s$. It has the correct leading behaviour at both ends. For $10^{-3}\le s\le10^3$ its largest error, relative to the exact $\tau_s$, was found to be about 5\%, near $s=2.6$.

\subsection{Lemma 4: the steady-state lifetime}

A different experiment keeps a uniform generation rate $G$ switched on and defines $\tau_{\rm ss}=\bar n/G$. With $L=\sqrt{D\tau_b}$ and $k=h/L$,
\begin{equation}
\frac1{\tau_{\rm ss}}=\frac1{\tau_b}+
\frac{1}{W/(2S)+\tau_b(k\coth k-1)} .
\label{eq:ss}
\end{equation}

\emph{Proof.} The even solution of $Dn''-n/\tau_b+G=0$ is $n=G\tau_b[1-A\cosh(x/L)]$. The condition $-Dn'(h)=Sn(h)$ gives
\begin{equation}
\frac{D}{L}A\sinh k=S(1-A\cosh k),\qquad
\frac1A=\frac{D}{LS}\sinh k+\cosh k .
\end{equation}
The mean is $\bar n=G\tau_b(1-q)$ with $q=A\sinh k/k$. Hence
\begin{equation}
\frac1{\tau_{\rm ss}}-\frac1{\tau_b}
=\frac1{\tau_b}\,\frac{q}{1-q}=\frac1{\tau_b(1/q-1)},\qquad
\frac1q=\frac{kD}{LS}+k\coth k .
\end{equation}
Since $\tau_b=L^2/D$ and $k=h/L$, the product $\tau_bkD/(LS)$ equals $h/S=W/(2S)$, which proves \eqref{eq:ss}. $\square$

Replacing $z$ by $ik$ in \eqref{eq:cot} gives $k\coth k-1=\sum_j2k^2/(j^2\pi^2+k^2)$. This is positive and smaller than $k^2/3$. As $\tau_bk^2=h^2/D$, the steady surface time lies between $W/(2S)$ and $W/(2S)+W^2/(12D)$. Two conclusions follow. For $s\to0$ the steady-state lifetime obeys the same simple law as the decay. For any finite $S$ it is shorter than the decay lifetime, because its surface time lies below the lower bound in \eqref{eq:bounds2}. Outside the limit, a quoted effective lifetime must therefore say how it was defined.

\subsection{Recovering $S$ and the bulk lifetime}

If $\tau_b$ is known, the mode equation can be solved for $S$ directly:
\begin{equation}
\alpha=\sqrt{\frac1D\left(\frac1{\tau_{\rm eff}}-\frac1{\tau_b}\right)},
\qquad S=D\alpha\tan\frac{\alpha W}{2}.
\label{eq:inverse}
\end{equation}
This works well only between two limits. If the surface rate is small compared with the bulk rate, $S$ follows from a small difference of two rates, and errors in $\tau_{\rm eff}$ and $\tau_b$ are magnified. For the wafer of the worked example with $S=1$ cm/s, a bulk lifetime taken 10\% too long nearly doubles the result. The other limit is set by diffusion. As $\alpha W/2$ approaches $\pi/2$, the tangent magnifies small errors in $\tau_{\rm eff}$, $D$ and $W$. For the wafer of the worked example with $S=10^5$ cm/s, a lifetime read 1\% too short raises the result by about a third, and one read 5\% too short gives a negative $S$.

The simple law would instead give
\begin{equation}
S_{\rm app}=\frac W2\left(\frac1{\tau_{\rm eff}}-\frac1{\tau_b}\right)
=S\,\frac{n_s}{\bar n}=S\,z\cot z ,
\end{equation}
which is too small by the factor that relates the edge density to the mean.

If $\tau_b$ is unknown, two wafers of thickness $W_1$ and $W_2$ with equal $\tau_b$, $D$ and $S$ can be compared. Let $R_i$ be their decay rates and put $c=2S^3/(45D^2)$. Through third order in $s$,
\begin{equation}
R_i=\left(\frac1{\tau_b}-\frac{S^2}{3D}\right)+\frac{2S}{W_i}+cW_i .
\end{equation}
A straight line through the two points in a plot of $R$ against $1/W$ has the slope
\begin{equation}
M=\frac{R_1-R_2}{1/W_1-1/W_2}=2S-cW_1W_2,
\end{equation}
because $(W_1-W_2)/(1/W_1-1/W_2)=-W_1W_2$. Its intercept is
\begin{equation}
I=R_1-\frac{M}{W_1}
=\frac1{\tau_b}-\frac{S^2}{3D}+c(W_1+W_2).
\label{eq:intercept}
\end{equation}
The leading correction does not depend on thickness. It leaves the slope alone and enters the intercept in full. The line can thus give a good $S$ and a poor bulk lifetime. For exact rates, equal $S$ and $s\ll1$ in both wafers, the intercept is close to the bulk rate if
\begin{equation}
\frac{S^2\tau_b}{3D}\ll1 .
\end{equation}
This condition compares the correction with the bulk rate, whereas $s\ll1$ compares it with the surface rate. It does not cover errors in the measured rates or a difference in $S$ between the wafers. If the surface rates are much larger than the bulk rate, the intercept is a small difference of large numbers, and such errors are magnified. Take $D=20$ cm$^2$/s, $\tau_b=1000\,\mu$s, $S=10$ cm/s and wafers of 20 and $40\,\mu$m: if $S$ is 2\% higher on the thicker wafer, the intercept gives a bulk lifetime of about $835\,\mu$s.

\subsection{Worked example}

Take the round model values $W=200\,\mu$m, $D=20$ cm$^2$/s and $\tau_b=1000\,\mu$s. For $S=10$ cm/s,
\begin{equation}
s=\frac{10\times0.02}{2\times20}=0.005,\qquad
\frac{2S}{W}=\frac{20}{0.02}=1000\ {\rm s^{-1}} .
\end{equation}
The bulk rate is also $1000$ s$^{-1}$, so the simple law gives $1/(2000\ {\rm s^{-1}})=500\,\mu$s. The first correction is $S^2/(3D)=100/60=1.67$ s$^{-1}$. It lowers the surface rate to $998.3$ s$^{-1}$, as the mode equation does, and the lifetime becomes $500.4\,\mu$s.

Lifetimes in microseconds for larger $S$ are as follows.

\begin{center}
\begin{tabular}{rrrrr}
$S$ (cm/s) & $s$ & decay & simple law & steady state\\
100 & 0.05 & 92.29 & 90.91 & 92.28\\
1000 & 0.5 & 11.58 & 9.90 & 11.53\\
10000 & 5 & 2.89 & 1.00 & 2.66\\
100000 & 50 & 2.10 & 0.10 & 1.76
\end{tabular}
\end{center}

The simple surface rate is 1\% above the exact one at $S\approx60$ cm/s, where $s\approx0.03$; this is the leading estimate $s/3=0.01$ from \eqref{eq:error}. At $S=1000$ cm/s the edge-to-mean ratio is 0.854, so the simple law would return $S_{\rm app}=854$ cm/s. In the last two rows diffusion accounts for most of the surface time. The limiting surface time is $W^2/(\pi^2D)=2.03\,\mu$s for the decay. For the steady state it is close to $W^2/(12D)=1.67\,\mu$s, since $k=100/1414\approx0.07$ is small.

The transient matters at $S=10000$ cm/s. After a uniform start the two lowest even modes have weights 0.913 and 0.066 and lifetimes 2.89 and $0.31\,\mu$s. The instantaneous lifetime is $2.07\,\mu$s at $t=0.2\,\mu$s, $2.80\,\mu$s at $1\,\mu$s and $2.88\,\mu$s at $2\,\mu$s. By the last time the mean density has fallen to 46\% of its initial value.

Now compare wafers of 200 and $400\,\mu$m, both with $S=100$ cm/s. Their rates are $10835.5$ and $5837.7$ s$^{-1}$. With $1/W=50$ and $25$ cm$^{-1}$,
\begin{align}
M&=\frac{10835.5-5837.7}{50-25}=199.9\ {\rm cm/s},\\
I&=10835.5-50M=839.9\ {\rm s^{-1}} ,
\end{align}
where the unrounded $M$ is used in the second line. The slope gives $S=M/2=99.96$ cm/s, nearly the true value. The intercept gives a bulk lifetime of $1191\,\mu$s, which is 19\% too long relative to the true $1000\,\mu$s. Equation \eqref{eq:intercept} accounts for this: the shift $-S^2/(3D)=-166.7$ s$^{-1}$ and the small positive term $c(W_1+W_2)$ predict $840.0$ s$^{-1}$. Here $s$ is only 0.05 and 0.1, but $S^2\tau_b/(3D)=0.17$. Solving the mode equation for both wafers together returns $S=100.0$ cm/s and $\tau_b=1000\,\mu$s.

The rates of the pair were computed from a finite-volume form of the diffusion equation, not from the mode equation. The same discretization tested the two lowest mode rates and the steady-state formula to one part in $10^4$ for all five values of $S$. The values are listed in the numerical output.

\subsection{Remark: unequal faces}

If the faces have velocities $S_1$ and $S_2$, the surface loss in the carrier balance is $S_1n(h)+S_2n(-h)$. While diffusion keeps the profile nearly flat, both edge densities are close to $\bar n$, and $2S/W$ is replaced by $(S_1+S_2)/W$. In this limit a lifetime measurement yields the sum of the velocities and cannot separate them. The mode equation \eqref{eq:recall} does not apply to unequal faces, because its even and odd modes rest on the symmetry of the wafer.

\section*{Computed results}
\begin{verbatim}
Thickness W = 200 um; D = 20 cm^2/s
Bulk lifetime = 1000 us; bulk rate = 1000 1/s
Diffusion length = 1414 um
Lifetimes in us: exact decay, simple law, steady state
S = 10 cm/s: 500.4, 500, 500.4
   s = 0.005, z = 0.07065, edge/mean = 0.9983
S = 100 cm/s: 92.29, 90.91, 92.28
   s = 0.05, z = 0.22176, edge/mean = 0.9836
S = 1000 cm/s: 11.58, 9.901, 11.53
   s = 0.5, z = 0.65327, edge/mean = 0.8535
S = 10000 cm/s: 2.888, 0.999, 2.659
   s = 5, z = 1.31384, edge/mean = 0.3452
S = 100000 cm/s: 2.104, 0.09999, 1.763
   s = 50, z = 1.54001, edge/mean = 0.0474
S = 10 cm/s: 2S/W = 1000.00 1/s, exact surface rate = 998.34 1/s
S = 10 cm/s: S^2/(3D) = 1.667 1/s
S = 10 cm/s: lowest odd mode, surface part of lifetime = 2.018 us
Series remainder ratio on halving s = 15.989
W^2/(12D) = 1.667 us; W^2/(pi^2 D) = 2.026 us
Interpolation: largest error of surface time = 5.06 % at s = 2.57
2S/W is 1 % too high at S = 59.9 cm/s, s = 0.0299
Uniform start, S = 10000 cm/s: first two weights = 0.9130, 0.0664
   first two mode lifetimes = 2.888, 0.307 us
   t = 0.2 us: mean density = 0.8886 of start, instantaneous lifetime = 2.074 us
   t = 0.5 us: mean density = 0.7810 of start, instantaneous lifetime = 2.524 us
   t = 1.0 us: mean density = 0.6484 of start, instantaneous lifetime = 2.795 us
   t = 2.0 us: mean density = 0.4569 of start, instantaneous lifetime = 2.883 us
Pair, S = 100 cm/s, W = 200 and 400 um: rates = 10835.5, 5837.7 1/s
   S^2/(3D) = 166.7 1/s
   straight line: S = 99.96 cm/s, intercept = 839.9 1/s
   series prediction of intercept = 840.0 1/s
   straight line: bulk lifetime = 1191 us
   full equation: S = 100.00 cm/s, bulk lifetime = 1000.0 us
\end{verbatim}
